# Chiral boundary condition and edge tilt in a finite magnetic film

At a free edge of a thin film with interfacial Dzyaloshinskii-Moriya interaction, the unit magnetization $\mathbf m$ obeys

$$\frac{\partial\mathbf m}{\partial n}=\frac{D}{2A}\,(\hat{\mathbf z}\times\mathbf n)\times\mathbf m ,$$

where $\mathbf n$ is the outward normal of the edge in the film plane, $\hat{\mathbf z}$ the film normal, $A$ the exchange stiffness and $D$ the chiral constant. The ratio $D/(2A)$ is an inverse length. It therefore fixes the slope of the magnetization angle at the edge; the tilt angle itself needs a further length. In a wide film magnetized perpendicular to its plane, with effective anisotropy $K>0$, that length is $\Delta=\sqrt{A/K}$, and the edge tilt $\theta_e$ follows from

$$\sin\theta_e=\frac{D}{2A}\,\Delta=\frac{D}{2\sqrt{AK}},\qquad |D|<2\sqrt{AK}.$$

The film has thickness $t$, and $\mathbf m$ is taken as uniform through it, so that the energy is $E=t\int w\,dS$ with

$$w=A|\nabla\mathbf m|^2+D\left[(\mathbf m\cdot\nabla)m_z-m_z\nabla\cdot\mathbf m\right]-Km_z^2 .$$

Here $\nabla$ acts in the film plane. The opposite sign of the chiral bracket is also in use; it amounts to replacing $D$ by $-D$ everywhere. Magnetostatics enters in its local thin-film form, $K=K_u-\mu_0M_s^2/2$, with $K_u$ the uniaxial anisotropy and $M_s$ the saturation magnetization. The edge carries no energy of its own.

Let $\mathbf m$ change by a small $\delta\mathbf m$. Since $|\mathbf m|=1$ must hold to first order, $\mathbf m\cdot\delta\mathbf m=0$. With summation over $i=x,y$, the exchange term changes by

$$2A\,\partial_i\mathbf m\cdot\partial_i\delta\mathbf m=\partial_i\left(2A\,\delta\mathbf m\cdot\partial_i\mathbf m\right)-2A\,\delta\mathbf m\cdot\nabla^2\mathbf m .$$

The chiral term changes by

$$D\left[\delta m_i\,\partial_i m_z+m_i\,\partial_i\delta m_z-\delta m_z\,\partial_i m_i-m_z\,\partial_i\delta m_i\right].$$

The product rule moves the derivatives off the variation:

$$m_i\,\partial_i\delta m_z=\partial_i(m_i\delta m_z)-\delta m_z\,\partial_i m_i,$$

$$-m_z\,\partial_i\delta m_i=-\partial_i(m_z\delta m_i)+\delta m_i\,\partial_i m_z .$$

Each undifferentiated term now appears twice, so the chiral variation is

$$2D\left[\delta m_i\,\partial_i m_z-\delta m_z\,\partial_i m_i\right]+D\,\partial_i\left[m_i\delta m_z-m_z\delta m_i\right].$$

This doubling explains why the chiral term has a factor $2D$ in the interior but only $D$ at the edge. The anisotropy changes by $-2Km_z\delta m_z$ and has no derivative to move.

The divergence theorem turns the total derivatives into an integral along the edge. The chiral part of its integrand is

$$D\left[(\mathbf m\cdot\mathbf n)\delta m_z-m_z\,\mathbf n\cdot\delta\mathbf m\right]=D\,\delta\mathbf m\cdot\left[\hat{\mathbf z}(\mathbf m\cdot\mathbf n)-\mathbf n(\mathbf m\cdot\hat{\mathbf z})\right].$$

By $\mathbf a\times(\mathbf b\times\mathbf c)=\mathbf b(\mathbf a\cdot\mathbf c)-\mathbf c(\mathbf a\cdot\mathbf b)$, the last bracket is $\mathbf m\times(\hat{\mathbf z}\times\mathbf n)$. Altogether,

$$\frac{\delta E}{t}=-\int\delta\mathbf m\cdot\mathbf h\,dS+\oint\delta\mathbf m\cdot\mathbf b\,dl,$$

$$\mathbf h=2A\nabla^2\mathbf m-2D\left(\nabla m_z-\hat{\mathbf z}\,\nabla\cdot\mathbf m\right)+2Km_z\hat{\mathbf z},$$

$$\mathbf b=2A\frac{\partial\mathbf m}{\partial n}+D\,\mathbf m\times(\hat{\mathbf z}\times\mathbf n).$$

In a stationary state $\delta E$ vanishes for every admissible variation. Variations confined to the interior require $\mathbf h$ to have no component perpendicular to $\mathbf m$, that is, $\mathbf m\times\mathbf h=0$. The edge integral must then vanish separately, so $\mathbf b$ has no component perpendicular to $\mathbf m$ either. It has none along $\mathbf m$: the first term gives $\mathbf m\cdot\partial_n\mathbf m=\tfrac12\partial_n|\mathbf m|^2=0$, and the second is a cross product with $\mathbf m$. Hence $\mathbf b=0$. Reversing the order of the cross product absorbs the minus sign and gives the boundary condition stated at the start.

The variation formula can be tested on a state that is not stationary. Take a disc of unit radius with $A=1.3$, $D=0.9$, $K=0.7$ in reduced units, and let $\mathbf m$ have polar angle $0.7+0.5x-0.3y^2+0.2xy$ and azimuth $0.4+0.6y-0.5x^2$. Let the variation be $\delta\mathbf m=(0.3+y,\;x-0.2,\;0.5+xy)\times\mathbf m$. The interior integral is $-2.8465$ and the edge integral $4.8412$, with sum $1.9947$. Differencing the energy itself also gives $1.9947$. The edge part is indispensable here, and the formula holds on a curved edge.

Two consequences follow before any equation is solved. A uniform state has $\partial_n\mathbf m=0$, so for $D\neq0$ it meets the condition only if $\mathbf m$ is parallel to $\hat{\mathbf z}\times\mathbf n$, along the edge. A uniform perpendicular state is therefore not stationary. Close to $\mathbf m=+\hat{\mathbf z}$, the condition reads

$$\frac{\partial\mathbf m}{\partial n}\approx\frac{D}{2A}(\hat{\mathbf z}\times\mathbf n)\times\hat{\mathbf z}=\frac{D}{2A}\,\mathbf n .$$

For $D>0$ the magnetization of an up film tips outward as the edge is approached. Replacing $\hat{\mathbf z}$ by $-\hat{\mathbf z}$ in the last factor reverses the sign, so a down film tips inward.

To find the angle, consider a long straight strip, $-L/2<x<L/2$, with $\mathbf m=(\sin\theta,0,\cos\theta)$ and $\theta$ a function of $x$. At the right edge $\mathbf n=\hat{\mathbf x}$ and $\hat{\mathbf z}\times\mathbf n=\hat{\mathbf y}$, so

$$\frac{d\mathbf m}{dx}=\frac{D}{2A}\,\hat{\mathbf y}\times\mathbf m=\frac{D}{2A}(\cos\theta,0,-\sin\theta).$$

The last vector is $d\mathbf m/d\theta$, and therefore $\theta'=D/(2A)$, whatever the angle. At the left edge both $\mathbf n$ and the outward derivative change sign, which leaves the same condition. The energy density becomes, after adding the constant $K$,

$$w=A\theta'^2-D\theta'+K\sin^2\theta,$$

because $m_xm_z'-m_zm_x'=-(\sin^2\theta+\cos^2\theta)\theta'=-\theta'$. The chiral term is a total derivative. In this geometry it exerts no torque in the interior and acts through the edges alone. The interior equation is

$$A\theta''=K\sin\theta\cos\theta .$$

Multiplying by $2\theta'/A$ makes both sides derivatives, $(\theta'^2)'=(\sin^2\theta)'/\Delta^2$, and integration gives

$$\theta'^2=k^2+\frac{\sin^2\theta}{\Delta^2}.$$

The equation and its edge conditions are unchanged under $x\to-x$, $\theta\to-\theta$. The up state is the odd solution, with $\theta(0)=0$, and $k$ is its slope at the centre. Taking $D>0$, setting $\theta'=D/(2A)$ at the edge and integrating $dx=d\theta/\theta'$ across half the strip yields

$$\sin\theta_e=\Delta\sqrt{\left(\frac{D}{2A}\right)^2-k^2},\qquad L=2\int_0^{\theta_e}\frac{d\theta}{\sqrt{k^2+\sin^2\theta/\Delta^2}} .$$

For $D<2\sqrt{AK}$ the up state has $\theta_e<90^\circ$, and on this branch the two equations determine $k$ and $\theta_e$. The integrand is at most $1/k$, so $k\le2\theta_e/L$, and $k$ vanishes as the strip becomes wide. This gives the wide-film tilt. Near the right edge, let $s$ be the distance from the edge. Then $d\theta/ds=-\sin\theta/\Delta$, and since $\int d\theta/\sin\theta=\ln\tan(\theta/2)$,

$$\tan\frac{\theta}{2}=\tan\frac{\theta_e}{2}\;e^{-s/\Delta}.$$

The edge demands a slope, and the anisotropy determines how far the rotation extends into the film. A softer film has a larger $\Delta$ and a larger tilt for the same $D/(2A)$.

For small angles the interior equation is $\theta''=\theta/\Delta^2$. Its odd solution is $\theta=C\sinh(x/\Delta)$, and the edge condition $(C/\Delta)\cosh(L/2\Delta)=D/(2A)$ gives

$$\theta_e\approx\frac{D\Delta}{2A}\tanh\frac{L}{2\Delta}.$$

When $L\ll\Delta$ this tends to $DL/(4A)$: the magnetization turns at the nearly constant rate $D/(2A)$ over the half-width $L/2$, and the anisotropy drops out.

The energy of the edge texture shows where the wide-film solution ends. With $k=0$, exchange and anisotropy contribute equally, and their sum is $2A\theta'^2=2\sqrt{AK}\,\sin\theta\,\theta'$. Integration from the interior to the edge gives, per unit area of the edge face,

$$\sigma_e=2\sqrt{AK}\,(1-\cos\theta_e)-D\theta_e .$$

If $\theta_e$ is treated as free, the derivative $2\sqrt{AK}\sin\theta_e-D$ vanishes at the tilt already found, and the second derivative $2\sqrt{AK}\cos\theta_e$ is positive there. Since $\sigma_e=0$ at zero tilt and falls from there to this minimum, the tilt lowers the energy.

A domain wall far from the edges, turning from $0$ to $\pi$, costs by the same integral

$$\sigma_w=2\sqrt{AK}\int_0^\pi\sin\theta\,d\theta-\pi D=4\sqrt{AK}-\pi D .$$

It becomes favourable above $D_c=4\sqrt{AK}/\pi$. Among textures uniform along the edge, the edge solution persists beyond this value as a metastable state, up to $D=2\sqrt{AK}$, where $\theta_e$ reaches $90^\circ$; against a modulation along the edge it loses stability slightly below that limit. Above that the required slope exceeds $1/\Delta$, the largest slope that the $k=0$ profile can supply, and a wide strip has no localized edge tilt.

For numbers, take a strip 60 nm wide and 1.0 nm thick, with $A=15.0$ pJ/m, $D=1.50$ mJ/m², $K_u=1.10$ MJ/m³ and $M_s=1.10$ MA/m. The shape term is $\mu_0M_s^2/2=0.7603$ MJ/m³, so $K=1.10-0.7603=0.3397$ MJ/m³ and

$$\Delta=\sqrt{\frac{15.0}{0.3397}}\ \text{nm}=6.645\ \text{nm},\qquad\frac{D}{2A}=\frac{1.50}{30.0}\ \text{nm}^{-1}=0.0500\ \text{nm}^{-1}.$$

The edge slope is thus 2.865° per nanometre. The tilt follows from $\sin\theta_e=0.0500\times6.645=0.332$, which gives $\theta_e=0.339$ rad, or 19.4°.

An independent calculation minimized the energy of this strip over all three components of $\mathbf m$ at 241 points, starting from a noisy up state and imposing no edge condition. It gave an edge slope of 0.04997 rad/nm and tilts of $+19.40^\circ$ and $-19.40^\circ$ at the right and left edges. A down film relaxed to $m_x=-0.332$ at the right edge, which is the inward tilt expected. At 5 nm from the edge the profile formula gives 9.21° and the relaxed strip 9.20°. At 20 nm the values are 0.97° and 0.92°. The difference comes from the opposite edge, 40 nm away, whose tail has the opposite sign: small tilts superpose, and this tail is smaller by the factor $e^{-20/6.645}\approx0.05$.

The width dependence, with all other parameters held fixed, shows the two regimes. At 15 nm the first integral gives 15.54°, and at 5 nm it gives 6.84°; the relaxed strips agree to the digits shown. The narrow-strip law predicts 7.16° at 5 nm, about 5% above the first-integral value, but 85.9° at 60 nm, where it does not apply. The hyperbolic-tangent law gives 19.03° at 60 nm, 2% low, because it replaces $\sin\theta_e$ by $\theta_e$. For the narrowest strip the local form of magnetostatics is itself doubtful, so these figures illustrate the model equation.

The edge energy is $0.2565-0.5080=-0.2515$ mJ/m², and the relaxed strip gives $-0.2514$ mJ/m² per edge. A wall costs 4.317 mJ/m² by the formula and 4.319 mJ/m² in a relaxed strip 120 nm wide. The chosen $D$ lies below both $D_c=2.874$ mJ/m² and the edge-tilt limit of 4.515 mJ/m². When $D$ was raised to 1.1 times that limit in the 60 nm strip, relaxation from the up state no longer ended in a small edge tilt. The rotation of 275° in the numerical output belongs to a relaxation that stopped short of a stationary state; it depends on the random start and is not an equilibrium value. The odd planar solution turns by 476° from edge to edge, and a planar state with in-plane magnetization at the centre, turning by about 600°, has a slightly lower energy.

These parameters are rough values in the regime of cobalt about a nanometre thick on platinum, and none is meant to be far from typical. Two assumptions of the model were tested by changing them. The first is local magnetostatics. With the full dipolar interaction of the strip, the computed tilt falls from 19.4° to 15.2°, a change of $-22\%$. Near an edge the demagnetizing field along $\hat{\mathbf z}$ is weaker than in the interior, which favours perpendicular magnetization, and the tilted component creates magnetic charge at the edge. Both effects reduce the tilt; the calculation does not separate them. The second assumption is a perfect edge. If 20% of $K_u$ is lost at the eight outermost points of each edge, a band about 1.9 nm wide, with magnetostatics again local, the tilt rises to 22.6°, a change of $+16\%$.

The edge slope hardly moves: 0.0495 rad/nm with full magnetostatics and 0.0500 rad/nm with the damaged edge. The derivation explains this. The anisotropy energy contains no gradient of $\mathbf m$. The dipolar energy changes by $-\mu_0M_s\int\delta\mathbf m\cdot\mathbf H_d\,dV$, with $\mathbf H_d$ the demagnetizing field, and this contains no derivative of $\delta\mathbf m$ to move. Neither therefore contributes to $\mathbf b$. The 1% deficit in the first case comes from the finite point spacing, since the dipolar field varies rapidly near the edge: with 481 and 961 points the slope rises to 0.04985 and 0.04995 rad/nm, while the tilt stays at 15.2°. An anisotropy energy located on the edge line itself would be different: it would add a term to $\mathbf b$ and change the condition.

The tilt is consequently a less direct measure of $D$ than the slope. Putting the dipolar result of 15.2° into the wide-film formula would return $D=4.515\times\sin15.2^\circ\approx1.18$ mJ/m², instead of the 1.50 mJ/m² that produced it. Inferring $D$ from a tilt requires $A$, $K_u$ and $M_s$, a known edge condition, and the magnetostatics of the actual shape.

Temperature adds fluctuations about the mean profile. In the film interior, one small tilt component has energy $t\int(A|\nabla\theta|^2+K\theta^2)\,dS$; to this order the chiral term is a total derivative. Equipartition assigns $k_BT/[2t(Aq^2+K)]$ to each wavevector $\mathbf q$, and for wavenumbers up to $1/\Delta$,

$$\langle\theta^2\rangle=\int_0^{1/\Delta}\frac{q\,dq}{2\pi}\,\frac{k_BT}{2t(Aq^2+K)}=\frac{k_BT}{8\pi At}\ln2 .$$

Shorter waves are taken to be absorbed in the room-temperature values of the parameters. At 300 K the root-mean-square value of this one component is about 5°, an estimate that depends on the chosen cutoff. This is the interior value. At a free edge the fluctuation of the tilt angle is larger, because the waves have an antinode there and the anisotropy holds a tilted magnetization less stiffly against a further change of tilt. The static tilt therefore describes an average over time. The continuum description is reasonable here: over an assumed atomic step of 0.25 nm the magnetization at the edge turns by 0.72°. The ratio $t/\Delta=0.15$ supports the assumption of uniformity through the thickness away from the edge. Within a distance of about $t$ from the edge the angle can vary by a few degrees through the thickness, because the real chiral interaction acts at an interface; at the edge itself, $D/(2A)$ is then the slope averaged over the thickness. The numerical output lists the remaining values.

## Computed results

```
Disc test, variation from energy differences: 1.994676 (reduced)
Disc test, interior part: -2.846533 (reduced)
Disc test, edge part: 4.841209 (reduced)
Exchange stiffness A: 15.0 pJ/m
Chiral constant D: 1.50 mJ/m^2
Uniaxial anisotropy K_u: 1.10 MJ/m^3
Saturation magnetization: 1.10 MA/m
Film thickness: 1.0 nm; strip width: 60 nm
Shape term mu0 Ms^2/2: 0.7603 MJ/m^3
Effective anisotropy K: 0.3397 MJ/m^3
Length Delta = sqrt(A/K): 6.645 nm
Edge slope D/(2A): 0.0500 rad/nm = 2.865 deg/nm
Edge slope of relaxed strip: 0.04997 rad/nm
Sine of wide-film edge tilt: 0.3322
Wide-film edge tilt: 0.3387 rad = 19.40 deg
Relaxed tilt, right edge: 19.40 deg; left: -19.40 deg
Down film, relaxed m_x at right edge: -0.3321
Tilt 5 nm from edge: formula 9.21 deg, relaxed 9.20 deg
Tilt 10 nm from edge: formula 4.35 deg, relaxed 4.34 deg
Tilt 20 nm from edge: formula 0.97 deg, relaxed 0.92 deg
Width 60 nm: first-integral tilt 19.40 deg, relaxed 19.40 deg
  tanh law 19.03 deg, narrow law D L/(4A) 85.94 deg, centre slope 0.00113 rad/nm
Width 15 nm: first-integral tilt 15.54 deg, relaxed 15.54 deg
  tanh law 15.43 deg, narrow law D L/(4A) 21.49 deg, centre slope 0.02956 rad/nm
Width 5 nm: first-integral tilt 6.84 deg, relaxed 6.84 deg
  tanh law 6.84 deg, narrow law D L/(4A) 7.16 deg, centre slope 0.04667 rad/nm
Edge energy per face area, formula: -0.2515 mJ/m^2
Edge energy per face area, relaxed: -0.2514 mJ/m^2
Wall energy, formula: 4.317 mJ/m^2; relaxed: 4.319 mJ/m^2
D_c = 4 sqrt(AK)/pi: 2.874 mJ/m^2
Edge-tilt limit 2 sqrt(AK): 4.515 mJ/m^2
Rotation across strip at 1.1 times that limit: 275 deg
Nonlocal magnetostatics: edge tilt 15.19 deg, change -21.7 %
Nonlocal magnetostatics: edge slope 0.0495 rad/nm
20 % of K_u lost in outer 2 nm: edge tilt 22.57 deg, change 16.4 %
20 % of K_u lost in outer 2 nm: edge slope 0.0500 rad/nm
Thermal rms tilt at 300 K, wavenumbers below 1/Delta: 5.00 deg
Edge turn per assumed atomic step of 0.25 nm: 0.72 deg
Thickness over Delta: 0.150
```
